**Carbon referencing: work function, dipoles, screening and charging**

For adventitious carbon, the Fermi-referenced C 1s binding energy B_F and the work function φ of the covered surface add up to the vacuum-referenced binding energy B_V. The program adopts B_V = 289.6 eV as an empirical input and does not predict it. Using a finite-difference solution of Poisson's equation, it asserts that a dipole layer below the carbon leaves B_F + φ unchanged, while one above the carbon changes the sum. It also solves for the charge induced on a grounded disc and asserts that the screening energy agrees with the image formula within one percent. Integrated electron trajectories give the apparent line positions and the secondary-electron cutoff, with and without uniform charging. The assertions confirm that charging cancels from the sum and that a cutoff measured on the charged sample cannot correct for it. In the output, fixing C 1s at 284.8 eV places a true 400.0 eV line at 399.2 eV for φ = 4.0 eV and at 400.7 eV for φ = 5.5 eV. An independent, uncharged value of φ restores 400.0 eV in both cases.

## Numerical check

```python
"""
Result under test: for adventitious carbon, B_F + phi = B_V, and B_V is the
same on different substrates if the local core binding L is the same and no
potential step lies outside the carbon. Then B_F = B_V - phi is not fixed.
B_F: C 1s binding energy from the Fermi level; phi: work function of the
carbon-covered surface; B_V: C 1s binding energy from the local vacuum level.
U is electron potential energy, with the Fermi level at zero. Dipoles are
positive when they point out of the surface. Energies in eV, lengths in
angstrom. B_V = 289.6 eV is an adopted empirical input, not a prediction.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.special import ellipkm1

hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] * 1e10
coulomb = hartree * bohr  # eV angstrom for two unit charges

carbon_vacuum_binding = 289.6
fixed_carbon = 284.8
molecule_density = 0.05
inner_potential = -10.0
carbon_height = 4.0

print(f"Adopted B_V: {carbon_vacuum_binding:.1f} eV")
print(f"Conventional fixed C 1s: {fixed_carbon:.1f} eV")
neutral_phi = carbon_vacuum_binding - fixed_carbon
print(f"phi at which both agree: {neutral_phi:.1f} eV")
print(f"Dipole density N: {molecule_density:.2f} per angstrom^2")
print(f"Inner potential: {inner_potential:.1f} eV")
print(f"Carbon height: {carbon_height:.1f} angstrom")

# Electrostatics: finite-difference Poisson solution for smeared sheets.
z = np.linspace(-8.0, 16.0, 2401)
spacing = z[1] - z[0]
carbon_index = np.argmin(abs(z - carbon_height))


def gaussian(x, width=0.3):
    return np.exp(-0.5 * (x / width)**2) / (width * np.sqrt(2 * np.pi))


def solve_surface(sheets):
    """Return U at carbon and outside; sheets hold (height, dipole/area)."""
    separation = 0.5
    density = np.zeros_like(z)
    for height, moment in sheets:
        density += moment / separation * (
            gaussian(z - height - separation / 2)
            - gaussian(z - height + separation / 2))
    size = len(z)
    bands = np.zeros((3, size))
    bands[0, 2:] = 1.0
    bands[1, :] = -2.0
    bands[1, 0] = bands[1, -1] = 1.0
    bands[2, :size - 2] = 1.0
    bands[2, size - 2] = -1.0
    source = 4 * np.pi * coulomb * density * spacing**2
    source[0] = inner_potential
    source[-1] = 0.0
    energy = solve_banded((1, 1), bands, source)
    return energy[carbon_index], energy[-1]


def substrate_moment(clean_phi):
    """Surface dipole per area that produces the chosen clean phi."""
    return -(clean_phi - inner_potential) / (4 * np.pi * coulomb)


cases = [(4.0, 0.0), (4.5, 0.05), (5.0, -0.05), (5.5, 0.05)]
for number, (clean_phi, dipole) in enumerate(cases, 1):
    at_carbon, phi = solve_surface([
        (0.0, substrate_moment(clean_phi)),
        (2.0, molecule_density * dipole)])
    binding = carbon_vacuum_binding - at_carbon
    step = -4 * np.pi * coulomb * molecule_density * dipole
    assert abs(phi - clean_phi - step) < 1e-5
    assert abs(binding + phi - carbon_vacuum_binding) < 1e-5
    assert abs(binding + clean_phi - carbon_vacuum_binding + step) < 1e-5
    print(f"Substrate {number}: clean phi {clean_phi:.2f} eV, "
          f"p {dipole:.2f} e angstrom")
    print(f"  covered phi {phi:.2f} eV, C 1s {binding:.2f} eV")
    print(f"  sum {binding + phi:.2f} eV, "
          f"with clean phi {binding + clean_phi:.2f} eV")

outer_clean_phi, outer_dipole = 4.5, 0.05
base = (0.0, substrate_moment(outer_clean_phi))
bare_at_carbon, bare_phi = solve_surface([base])
at_carbon, phi = solve_surface([
    base, (6.0, molecule_density * outer_dipole)])
outer_step = -4 * np.pi * coulomb * molecule_density * outer_dipole
binding = carbon_vacuum_binding - at_carbon
assert abs(at_carbon - bare_at_carbon) < 1e-5
assert abs(phi - bare_phi - outer_step) < 1e-5
assert abs(binding + phi - carbon_vacuum_binding - outer_step) < 1e-5
print(f"Outer dipole: clean phi {outer_clean_phi:.2f} eV, "
      f"p {outer_dipole:.2f} e angstrom")
print(f"  step {outer_step:.2f} eV, phi {phi:.2f} eV")
print(f"  C 1s {binding:.2f} eV, sum {binding + phi:.2f} eV")

# What an outer layer must do to keep C 1s fixed while phi varies.
for target_phi in (4.0, 5.5):
    needed_step = target_phi - neutral_phi
    needed_dipole = -needed_step / (
        4 * np.pi * coulomb * molecule_density)
    at_carbon, phi = solve_surface([
        (0.0, substrate_moment(neutral_phi)),
        (6.0, molecule_density * needed_dipole)])
    assert abs(carbon_vacuum_binding - at_carbon - fixed_carbon) < 1e-5
    assert abs(phi - target_phi) < 1e-5
    print(f"Fixed C at phi {phi:.1f} eV: outer step {needed_step:.2f} eV")
    print(f"  needed p {needed_dipole:.3f} e angstrom")

# Screening: induced charge on a grounded disc, found from zero potential.
disc_radius, ring_count = 80.0, 1600
ring_width = disc_radius / ring_count
radius = (np.arange(ring_count) + 0.5) * ring_width
radius_sum = radius[:, None] + radius[None, :]
complement = ((radius[:, None] - radius[None, :]) / radius_sum)**2
np.fill_diagonal(complement, 1.0)
interaction = 2 / np.pi * ellipkm1(complement) / radius_sum
# The self term averages the logarithmic singularity over the ring width.
np.fill_diagonal(interaction, (
    np.log(16 * radius / ring_width) + 1) / (np.pi * radius))
distances = np.array([3.0, 4.0, 5.0])
hole_potential = 1 / np.sqrt(radius[:, None]**2 + distances**2)
induced_charge = np.linalg.solve(interaction, -hole_potential)
disc_lowering = -0.5 * coulomb * np.sum(
    induced_charge * hole_potential, axis=0)
image_lowering = coulomb / (4 * distances)
# One percent covers the finite disc and the finite ring width.
assert np.allclose(disc_lowering, image_lowering, rtol=0.01)
for distance, numeric, formula in zip(
        distances, disc_lowering, image_lowering):
    print(f"Screening at {distance:.1f} angstrom: "
          f"disc {numeric:.2f}, formula {formula:.2f} eV")
print(f"Screening change, 3 to 4 angstrom: "
      f"{image_lowering[0] - image_lowering[1]:.2f} eV")

# Measurement: Newtonian flight through a non-uniform contact field.
photon_energy = 1500.0
analyser_phi = 4.5
bias_energy = 10.0
charging = 2.0
true_line = 400.0


def detected_kinetic(start_kinetic, sample_vacuum):
    """Integrate unit-mass motion from the sample to the analyser."""
    rise = analyser_phi - sample_vacuum

    def motion(time, state):
        return [state[1], -rise * (1 + 2 * state[0]) / 2]

    def arrival(time, state):
        return state[0] - 1.0

    arrival.terminal = True
    arrival.direction = 1
    speed_scale = np.sqrt(2 * (start_kinetic + abs(rise)))
    flight = solve_ivp(
        motion, (0.0, 100.0), [0.0, np.sqrt(2 * start_kinetic)],
        method="DOP853", events=arrival, rtol=1e-10, atol=1e-12,
        max_step=0.2 / speed_scale)
    assert len(flight.y_events[0]) == 1
    return 0.5 * flight.y_events[0][0, 1]**2


def apparent_values(phi, surface_charge):
    """Return apparent carbon, sample-line and work-function energies."""
    vacuum = phi - surface_charge + bias_energy
    carbon_kinetic = detected_kinetic(
        photon_energy - carbon_vacuum_binding, vacuum)
    line_kinetic = detected_kinetic(
        photon_energy - true_line - phi, vacuum)
    cutoff = detected_kinetic(0.0, vacuum)
    fermi_position = photon_energy - analyser_phi + bias_energy
    return (fermi_position - carbon_kinetic,
            fermi_position - line_kinetic,
            cutoff + analyser_phi - bias_energy)


print(f"Photon energy: {photon_energy:.1f} eV")
print(f"Analyser phi: {analyser_phi:.1f} eV")
print(f"Bias energy: {bias_energy:.1f} eV")
print(f"Charging energy: {charging:.1f} eV")
print(f"True sample line: {true_line:.1f} eV")

for phi in (4.0, 5.5):
    carbon, line, cutoff_phi = apparent_values(phi, 0.0)
    assert abs(carbon - (carbon_vacuum_binding - phi)) < 1e-5
    assert abs(line - true_line) < 1e-5
    assert abs(cutoff_phi - phi) < 1e-5
    charged_carbon, charged_line, charged_phi = apparent_values(
        phi, charging)
    assert abs(charged_carbon - carbon - charging) < 1e-5
    assert abs(charged_phi - phi + charging) < 1e-5
    assert abs(charged_carbon + charged_phi
               - carbon_vacuum_binding) < 1e-5

    fixed_result = charged_line - (charged_carbon - fixed_carbon)
    correct_result = charged_line - (
        charged_carbon - (carbon_vacuum_binding - phi))
    cutoff_result = charged_line - (
        charged_carbon - (carbon_vacuum_binding - charged_phi))
    assert abs(fixed_result - true_line - (phi - neutral_phi)) < 1e-5
    assert abs(correct_result - true_line) < 1e-5
    assert abs(cutoff_result - true_line - charging) < 1e-5

    print(f"Sample phi {phi:.1f} eV: uncharged C 1s {carbon:.1f} eV")
    print(f"  charged C 1s {charged_carbon:.1f} eV, "
          f"line {charged_line:.1f} eV")
    print(f"  charged cutoff phi {charged_phi:.1f} eV, "
          f"sum {charged_carbon + charged_phi:.1f} eV")
    print(f"  line by fixed C: {fixed_result:.1f} eV, "
          f"error {fixed_result - true_line:.1f} eV")
    print(f"  line by independent phi: {correct_result:.1f} eV")
    print(f"  line by charged cutoff: {cutoff_result:.1f} eV")

print("all good")
```

Printed output:

```
Adopted B_V: 289.6 eV
Conventional fixed C 1s: 284.8 eV
phi at which both agree: 4.8 eV
Dipole density N: 0.05 per angstrom^2
Inner potential: -10.0 eV
Carbon height: 4.0 angstrom
Substrate 1: clean phi 4.00 eV, p 0.00 e angstrom
  covered phi 4.00 eV, C 1s 285.60 eV
  sum 289.60 eV, with clean phi 289.60 eV
Substrate 2: clean phi 4.50 eV, p 0.05 e angstrom
  covered phi 4.05 eV, C 1s 285.55 eV
  sum 289.60 eV, with clean phi 290.05 eV
Substrate 3: clean phi 5.00 eV, p -0.05 e angstrom
  covered phi 5.45 eV, C 1s 284.15 eV
  sum 289.60 eV, with clean phi 289.15 eV
Substrate 4: clean phi 5.50 eV, p 0.05 e angstrom
  covered phi 5.05 eV, C 1s 284.55 eV
  sum 289.60 eV, with clean phi 290.05 eV
Outer dipole: clean phi 4.50 eV, p 0.05 e angstrom
  step -0.45 eV, phi 4.05 eV
  C 1s 285.10 eV, sum 289.15 eV
Fixed C at phi 4.0 eV: outer step -0.80 eV
  needed p 0.088 e angstrom
Fixed C at phi 5.5 eV: outer step 0.70 eV
  needed p -0.077 e angstrom
Screening at 3.0 angstrom: disc 1.20, formula 1.20 eV
Screening at 4.0 angstrom: disc 0.90, formula 0.90 eV
Screening at 5.0 angstrom: disc 0.72, formula 0.72 eV
Screening change, 3 to 4 angstrom: 0.30 eV
Photon energy: 1500.0 eV
Analyser phi: 4.5 eV
Bias energy: 10.0 eV
Charging energy: 2.0 eV
True sample line: 400.0 eV
Sample phi 4.0 eV: uncharged C 1s 285.6 eV
  charged C 1s 287.6 eV, line 402.0 eV
  charged cutoff phi 2.0 eV, sum 289.6 eV
  line by fixed C: 399.2 eV, error -0.8 eV
  line by independent phi: 400.0 eV
  line by charged cutoff: 402.0 eV
Sample phi 5.5 eV: uncharged C 1s 284.1 eV
  charged C 1s 286.1 eV, line 402.0 eV
  charged cutoff phi 3.5 eV, sum 289.6 eV
  line by fixed C: 400.7 eV, error 0.7 eV
  line by independent phi: 400.0 eV
  line by charged cutoff: 402.0 eV
all good
```
